# Sound and space-charge waves in a symmetric ion–ion plasma

Take positive and negative ions of mass $m$ and charges $\pm e$, each with uniform density $n_0$, and let them be cold. There are no electrons. Displace the two species along $x$ by small amounts $\xi_+(x,t)$ and $\xi_-(x,t)$. Compression changes their densities by $n_\pm=-n_0\partial_x\xi_\pm$, so Poisson's equation is

$$\varepsilon_0\partial_xE=e(n_+-n_-)=-en_0\partial_x(\xi_+-\xi_-).$$

With no externally applied uniform field, $E=-(en_0/\varepsilon_0)(\xi_+-\xi_-)$. The equations of motion $m\ddot\xi_\pm=\pm eE$ then give

$$\ddot\xi_++\ddot\xi_-=0,\qquad
\ddot\xi_+-\ddot\xi_-=-\frac{2n_0e^2}{\varepsilon_0m}(\xi_+-\xi_-).$$

If both species move together, no charge appears and nothing pulls them back. If they move oppositely, they oscillate at the angular frequency $\omega_p$, where

$$\omega_p^2=\frac{2n_0e^2}{\varepsilon_0m}.$$

The factor 2 arises because both species respond to the field. Temperature supplies the restoring force that the common motion lacks, and turns it into sound.

Now give both species the temperature $T$. The background has no field, drift or magnetic field, and the waves are longitudinal. Let $N_\pm$ and $V_\pm$ be the full densities and velocities. Each species obeys the same pressure law, $P_\pm=n_0k_BT(N_\pm/n_0)^\gamma$, and loses momentum to a stationary neutral gas at the same rate $\nu_n$. Collisions between the two ion species make their relative drift decay at a rate $\nu_c$. Ionization and recombination are left out. The fluid equations are

$$\partial_tN_\pm+\partial_x(N_\pm V_\pm)=0,$$

$$m(\partial_t+V_\pm\partial_x)V_\pm=\pm eE-\frac{\partial_xP_\pm}{N_\pm}-m\nu_nV_\pm-\frac{m\nu_c}{2}(V_\pm-V_\mp).$$

The factor $1/2$ in the last term shares the decay of the relative drift equally between the species; the friction forces per ion are opposite, so to first order in the disturbance mutual friction conserves the total momentum.

Write $N_\pm=n_0+n_\pm$ and $V_\pm=v_\pm$, and keep first powers of the small quantities. The term $V\partial_xV$ and the product $n_\pm v_\pm$ drop out. Differentiating the pressure law at $N=n_0$ gives $\partial_xP_\pm=\gamma k_BT\,\partial_xn_\pm$. With $c^2=\gamma k_BT/m$, the linear equations are

$$\partial_tn_\pm=-n_0\partial_xv_\pm,$$

$$\partial_tv_\pm=\pm\frac{e}{m}E-\frac{c^2}{n_0}\partial_xn_\pm-\nu_nv_\pm-\frac{\nu_c}{2}(v_\pm-v_\mp).$$

Define sums and differences, $n_s=n_++n_-$, $n_d=n_+-n_-$, $u_s=v_++v_-$ and $u_d=v_+-v_-$. Adding the momentum equations cancels both the electric and the mutual friction forces:

$$\partial_tn_s=-n_0\partial_xu_s,\qquad
\partial_tu_s=-\frac{c^2}{n_0}\partial_xn_s-\nu_nu_s.$$

Subtracting them doubles the electric acceleration, and the two friction terms add up to $-\nu_cu_d$:

$$\partial_tn_d=-n_0\partial_xu_d,\qquad
\partial_tu_d=\frac{2e}{m}E-\frac{c^2}{n_0}\partial_xn_d-(\nu_n+\nu_c)u_d,$$

with $\varepsilon_0\partial_xE=en_d$. Neither pair contains a variable of the other. This is the decoupling. Equal background densities, charge magnitudes, pressure laws, drag rates, masses and temperatures are sufficient for it, but not all are necessary. If the charges are in the ratio 2:1 and the densities 1:2, for example, the total density and the charge density still separate, provided the masses, temperatures, drag rates and $\gamma$ are equal and the mutual friction per ion is proportional to the density of the other species, so that it conserves the total momentum.

To eliminate the velocities, differentiate each continuity equation in time and insert the matching momentum equation. For the sum,

$$\partial_t^2n_s=-n_0\partial_x\partial_tu_s=c^2\partial_x^2n_s+\nu_nn_0\partial_xu_s
=c^2\partial_x^2n_s-\nu_n\partial_tn_s.$$

For the difference there is one further term, $-(2en_0/m)\partial_xE=-\omega_p^2n_d$, so

$$\partial_t^2n_d=-\omega_p^2n_d+c^2\partial_x^2n_d-(\nu_n+\nu_c)\partial_tn_d.$$

A wave $\exp(ikx-i\omega t)$ replaces $\partial_t$ by $-i\omega$ and $\partial_x$ by $ik$. The dispersion relations are therefore

$$\omega^2+i\nu_n\omega=k^2c^2,$$

$$\omega^2+i(\nu_n+\nu_c)\omega=\omega_p^2+k^2c^2.$$

The first describes neutral sound: $n_+=n_-$, $v_+=v_-$ and $E=0$. The ions are charged, but each small volume stays neutral, so pressure alone restores the compression. The second describes a space-charge oscillation: $n_+=-n_-$ and $v_+=-v_-$. As $k\to0$ without damping, the sound frequency vanishes and the charge frequency tends to $\omega_p$.

Solving the first quadratic gives

$$\omega=-\frac{i\nu_n}{2}\pm\sqrt{k^2c^2-\frac{\nu_n^2}{4}}.$$

Drag damps the sound amplitude at $\nu_n/2$, and sound ceases to oscillate when $\nu_n\ge2kc$. Mutual friction is absent from this root because the species have no relative motion.

For each nonzero $k$ there are four amplitudes, $n_\pm$ and $v_\pm$, and the two quadratics supply four roots, so no fluid mode has been missed. Any disturbance is recovered from $n_\pm=(n_s\pm n_d)/2$. Suppose, without damping, that the positive ions alone start with the perturbation $A\cos kx$, everything being at rest. Then $n_s$ and $n_d$ both start with amplitude $A$, and

$$n_\pm=\frac A2\left(\cos kct\pm\cos\sqrt{\omega_p^2+k^2c^2}\,t\right)\cos kx.$$

A disturbance of one species excites both modes equally in density.

The separation expresses a symmetry. Exchanging the species and reversing $E$ leaves the equations unchanged; the sum is even under this exchange and the difference is odd, and a linear symmetric system cannot turn one into the other. At second order a difference can drive the sum, although by the same symmetry a pure sum disturbance never produces a difference. Take $N_\pm=n_0(1\pm\delta)$ at rest. The electric accelerations still cancel in the sum of the velocities, but the pressure accelerations leave

$$-c^2\partial_x\delta\left[(1+\delta)^{\gamma-2}-(1-\delta)^{\gamma-2}\right]
\simeq(2-\gamma)c^2\partial_x(\delta^2).$$

For $\gamma=5/3$ a charge disturbance thus drives the sum of the velocities, with a strength that quadruples when its amplitude doubles. The total density is driven for any $\gamma$, because the electric force per volume, $eE(N_+-N_-)$, is also of second order. For $\delta\propto\cos kx$ its contribution exceeds that of the pressure by the factor $\omega_p^2/[(\gamma-1)k^2c^2]$, so it dominates for long waves.

Unequal masses break the symmetry already in the linear equations. Keep the other conditions and omit damping. With $W=n_0e^2/\varepsilon_0$, eliminating velocities species by species gives

$$m_\pm\omega^2n_\pm=\gamma k^2k_BT\,n_\pm\pm Wn_d.$$

Adding and subtracting these two equations yields

$$\omega^2(m_+n_++m_-n_-)=\gamma k^2k_BT\,n_s,$$

$$\omega^2(m_+n_+-m_-n_-)=(\gamma k^2k_BT+2W)n_d.$$

In the long-wave sound mode $\omega^2$ is of order $k^2$, so the second equation makes $n_d$ small and $n_\pm\simeq n_s/2$. The first then gives

$$\omega^2\simeq\frac{2\gamma k^2k_BT}{m_++m_-}.$$

Putting this back into the second, with $\lambda^2=\varepsilon_0k_BT/(n_0e^2)$ the square of the one-species Debye length, gives

$$\frac{n_d}{n_s}\simeq\frac{(m_+-m_-)\omega^2}{4W}
=\frac{m_+-m_-}{m_++m_-}\,\frac{\gamma k^2\lambda^2}{2}.$$

Long sound waves remain nearly neutral even with unequal masses. The upper mode behaves differently. Its frequency stays finite as $k\to0$, so the added equation requires $m_+n_++m_-n_-=0$, and hence

$$\frac{n_s}{n_d}=\frac{m_--m_+}{m_-+m_+},\qquad
\omega^2=W\left(\frac1{m_+}+\frac1{m_-}\right).$$

The space-charge mode now compresses the total ion density by an amount that does not vanish at long wavelength.

The fluid equations assume a pressure law, and the kinetic equation shows when such a law is justified. Without collisions, the small changes $f_\pm$ of the velocity distributions obey

$$\partial_tf_\pm+v\partial_xf_\pm\pm\frac{eE}{m}\partial_vf_0=0,$$

where $f_0$ is the common Maxwellian along $x$. In the sum the field cancels, leaving free streaming. A Maxwellian modulated as $\cos kx$ has the later density amplitude

$$n_s(t)=n_s(0)\,\langle e^{-ikvt}\rangle=n_s(0)\,e^{-k^2v_t^2t^2/2},\qquad v_t^2=\frac{k_BT}{m}.$$

This does not oscillate. After the time $2\pi/(kc)$, which would be one sound period for $\gamma=5/3$, the remaining fraction is $7\times10^{-6}$. Neutral sound therefore needs collisions among the ions.

The charge oscillation does not. For the difference, the kinetic equation gives $f_d=(2eE/m)\,\partial_vf_0/[i(\omega-kv)]$. Inserting this in $ik\varepsilon_0E=e\int f_d\,dv$ and integrating by parts gives

$$1=\omega_p^2\left\langle\frac1{(\omega-kv)^2}\right\rangle
\simeq\frac{\omega_p^2}{\omega^2}\left(1+\frac{3k^2v_t^2}{\omega^2}\right),$$

since $\langle v\rangle=0$ and $\langle v^2\rangle=v_t^2$. Thus $\omega^2\simeq\omega_p^2+3k^2v_t^2$ for $kv_t\ll\omega_p$, where the phase velocity lies far outside the thermal distribution. This corresponds to $\gamma=3$, whereas collisional adiabatic sound has $\gamma=5/3$. The modes may have different $\gamma$ because the symmetry separates them before any closure is chosen.

The rate $\nu_c$ follows from Coulomb scattering. Two ions with relative speed $g$ have reduced mass $m/2$. Let $Q=e^2/(4\pi\varepsilon_0)$ and $b_0=2Q/(mg^2)$. Rutherford deflection at impact parameter $b$ obeys $\tan(\chi/2)=b_0/b$, so the fraction of forward momentum lost is $1-\cos\chi=2/(1+b^2/b_0^2)$. With screening as a cutoff at $b_{\max}$, the momentum-transfer cross-section is

$$\sigma=\int_0^{b_{\max}}\frac{4\pi b\,db}{1+b^2/b_0^2}
=2\pi b_0^2\ln\left(1+\frac{b_{\max}^2}{b_0^2}\right)\simeq4\pi b_0^2\ln\Lambda,$$

with $\Lambda=b_{\max}/b_0\gg1$. The mean force on a positive ion is

$$\mathbf F=-n_0\frac m2\langle g\sigma\mathbf g\rangle
=-\frac{8\pi n_0Q^2\ln\Lambda}{m}\left\langle\frac{\mathbf g}{g^3}\right\rangle,$$

where the slow variation of the logarithm with $g$ is neglected. The relative velocity is Gaussian with variance $2v_t^2$ per component and mean $\mathbf u_d$. As a function of $\mathbf u_d$, the average has the form of the Coulomb field of a spherical Gaussian cloud. Near the centre, Gauss's law makes it $(4\pi/3)(4\pi v_t^2)^{-3/2}\mathbf u_d$. Hence $F/m=-(\nu_c/2)u_d$, with

$$\nu_c=\frac{8\sqrt\pi}{3}\frac{n_0Q^2\ln\Lambda}{m^2v_t^3}
=\frac{8\sqrt\pi}{3}\frac{n_0Q^2\ln\Lambda}{m^{1/2}(k_BT)^{3/2}}.$$

This linear friction law requires $u_d\ll v_t$.

Collisions among the ions do not brake their common motion, but finite collision time still damps sound through viscosity and heat conduction. To estimate this, let the summed distribution relax at the rate $\nu_c$ towards a local Maxwellian with the same density, momentum and energy. Measure velocities in $v_t$, let $\rho$, $u$ and $\theta$ be the relative density change, flow velocity and relative temperature change, and write a prime for $\partial_x$. At zeroth order in $1/\nu_c$, $\dot\rho=-u'$, $\dot u=-(\rho+\theta)'$ and $\dot\theta=-2u'/3$. Applying $\partial_t+v_x\partial_x$ to the local Maxwellian, $f_0^{(3)}[1+\rho+uv_x+\theta(v^2-3)/2]$ with $f_0^{(3)}$ the three-dimensional equilibrium, gives the first correction

$$f_1=-\frac{f_0^{(3)}}{\nu_c}\left[u'\left(v_x^2-\frac{v^2}{3}\right)+\theta'v_x\frac{v^2-5}{2}\right].$$

Gaussian averages then give the viscous stress $-4u'/(3\nu_c)$ and heat flux $-5\theta'/(2\nu_c)$, in units set by the equilibrium pressure and $v_t$. With time dependence $e^{st}$ the fluid equations become

$$s\rho=-iku,\qquad (s+a)\theta=-\tfrac23iku,\qquad (s+b)u=-ik(\rho+\theta),$$

where $a=5k^2/(3\nu_c)$ and $b=4k^2/(3\nu_c)$. Eliminating $\rho$ and $\theta$,

$$s+b=-k^2\left[\frac1s+\frac{2}{3(s+a)}\right].$$

Expand $1/(s+a)\simeq1/s-a/s^2$, multiply by $s$, and in the small term use $k^2/s\simeq-3s/5$, which follows from $s^2\simeq-5k^2/3$. The result is

$$s^2+\left(b+\tfrac25a\right)s+\tfrac53k^2=0.$$

So $\gamma=5/3$ emerges, and the amplitude damping rate is $(b+2a/5)/2=k^2/\nu_c$, or $k^2v_t^2/\nu_c$ in ordinary units. This holds for $\nu_c\gg kv_t$.

For numbers, consider a Cl$^+$/Cl$^-$ afterglow with $10^{11}$ cm$^{-3}$ of each ion, ions and gas at 400 K, a gas pressure of 1 mTorr and a wavelength of 3 cm. The ion mass is 35.45 u, and $k_BT=0.0345$ eV gives $v_t=306$ m/s. For adiabatic sound,

$$c=\sqrt{5/3}\times306\ \text{m/s}=395\ \text{m/s},\qquad
\frac{c}{0.03\ \text m}=13.2\ \text{kHz}.$$

The charge mode has $\omega_p=9.9\times10^7$ rad/s, or 15.8 MHz. Its thermal correction is negligible here: $k^2c^2/\omega_p^2=7\times10^{-7}$ with $\gamma=5/3$, and $1.3\times10^{-6}$ with the collisionless value $\gamma=3$.

A rough drag coefficient of $10^{-9}$ cm$^3$/s and a gas density of $2.41\times10^{13}$ cm$^{-3}$ give $\nu_n=2.4\times10^4$ s$^{-1}$. Drag damps sound at 0.15 of its angular frequency. Taking $b_{\max}=\lambda/\sqrt2$ and $b_0$ at the mean thermal energy of relative motion, $\ln\Lambda=5.4$ and $\nu_c\approx1.4\times10^6$ s$^{-1}$. Such a moderate logarithm makes this rate an estimate. It gives $\nu_c/(kv_t)\approx21$, so the ions are collisional on the scale of the sound wave, and the relaxation model adds damping of about 0.04 of the sound angular frequency. At 4.2 mm, where $\nu_c=3kv_t$, that damping has risen to 0.23 of the angular frequency. The charge oscillation loses amplitude at only 0.007 of its angular frequency.

The linear friction law needs $u_d\ll v_t$, which at this wavelength allows only a very weak charge wave. For $n_d/n_0=10^{-4}$, Poisson's equation gives a field amplitude $en_d/(\varepsilon_0k)=8.6$ V/cm and a potential amplitude of 4.1 V. Continuity gives each ion the speed $(\omega/2k)(n_d/n_0)=24$ m/s. At $n_d/n_0=0.0013$ this speed would equal $v_t$.

These parameters are illustrative, not measurements from a particular discharge. Taking Cl$^+$ as the positive ion supposes strong dissociation, which also removes the Cl$_2$ molecules that attach electrons. With temperature, wavelength and drag coefficient held fixed, the model makes sound overdamped above about 7 mTorr, so at 10 mTorr this wave would not propagate. Heat exchange with the gas would lower the sound speed towards the isothermal value of 306 m/s and add damping. If it proceeds at the same rate as the drag, then drag, heat exchange and ion collisions together give a damping of about a quarter of the angular frequency at 1 mTorr. Mutual neutralization, with a rough coefficient of $5\times10^{-8}$ cm$^3$/s, removes ions at 0.06 of the sound angular frequency. About a quarter of the ions are then lost in one sound period, so the steady background assumed here is only a rough approximation. In weakly dissociated chlorine Cl$_2^+$ can replace Cl$^+$. At unchanged density and temperature, and with $\gamma=5/3$ for both ions (so that the rotation of Cl$_2^+$ takes no part), the sound speed then falls to 323 m/s and the charge frequency to 13.7 MHz. The charge fraction in sound is only $2\times10^{-7}$, but the charge mode acquires $n_s/n_d=-1/3$.

Residual electrons set a stricter condition. Their squared plasma frequency, $n_ee^2/(\varepsilon_0m_e)$, equals that of the ions when $n_e/n_0=2m_e/m=3.1\times10^{-5}$. At that fraction, with electrons also at 400 K and their collisions left out, a three-fluid calculation with $\gamma=5/3$ raises the upper frequency by a factor 1.42, and collisionless kinetic electrons give 1.43. But electrons this cold are not collisionless: the friction calculation above, repeated for an electron among both ion species, gives the rate $\sqrt{2m/m_e}\,\nu_c\approx4.9\times10^8$ s$^{-1}$, about $5\omega_p$. With this scattering included, at a rate falling as $v^{-3}$ over the Maxwellian, the frequency rises only by a factor of about 1.16 and the amplitude is damped at about $0.17\omega_p$. Already at an electron fraction of $10^{-6}$ the damping grows from 0.007 to about 0.012 of $\omega_p$. For the charge oscillation at this wavelength and electron temperature, "electron-free" must therefore mean an electron fraction well below $3\times10^{-5}$ for the frequency, and below about $10^{-6}$ for the damping; a plasma whose negative charge is 99.9% ions does not qualify. For much shorter waves or hotter electrons, the phase velocity no longer lies far above the electron thermal speed. The fluid estimate then fails, and the limit must be found from kinetic theory. Time is also short: once ions carry nearly all the negative charge, the neutralization coefficient above lets a density of $10^{11}$ cm$^{-3}$ of each ion last no longer than 0.2 ms without a source, so the electrons must disappear within that time. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Input ion mass: 35.45 u
Input density of each ion: 1e+11 cm^-3
Input ion and gas temperature: 400 K
Input gas pressure: 1 mTorr
Input wavelength: 3 cm
Input rough neutral-drag coefficient: 1e-09 cm^3/s
Input rough neutralization coefficient: 5e-08 cm^3/s
Thermal energy: 0.03447 eV
Wavenumber k: 209.4 1/m
Thermal speed vt (isothermal sound speed): 306.3 m/s
Adiabatic sound speed c, gamma=5/3: 395.4 m/s
Sound angular frequency without drag: 8.282e+04 rad/s
Sound frequency without drag: 13.18 kHz
Sound frequency with neutral drag: 13.04 kHz
Ion plasma angular frequency wp: 9.925e+07 rad/s
Charge-mode frequency without drag: 15.8 MHz
Charge-mode frequency with drag and friction: 15.8 MHz
Thermal part k^2c^2/wp^2: 6.963e-07
One-species Debye length: 4.365 um
Neutral gas density: 2.414e+13 cm^-3
Neutral-drag rate nu_n: 2.414e+04 1/s
Sound damping by drag / sound frequency: 0.1457
Pressure above which sound is overdamped: 6.861 mTorr
Coulomb logarithm: 5.401
Relative-drift decay rate nu_c: 1.365e+06 1/s
Charge-mode amplitude damping rate: 6.944e+05 1/s
Charge-mode damping / frequency: 0.006996
Collision ratio nu_c/(k vt): 21.27
Kinetic sound frequency / fluid value: 1.001
Kinetic sound damping / its frequency: 0.03629
Wavelength where nu_c = 3 k vt: 4.231 mm
Kinetic damping / frequency at that wavelength: 0.2278
Collisionless sum left after one sound period: 7.2e-06
Kinetic charge frequency / wp at k vt/wp=0.1: 1.0152
Neutralization rate / sound angular frequency: 0.06037
Electron fraction doubling total wp^2: 3.095e-05
Charge-mode frequency ratio at that fraction: 1.422
Coulomb coupling parameter: 0.03938
Cl2+/Cl- sound speed: 322.9 m/s
Cl2+/Cl- charge-mode frequency: 13.68 MHz
Cl2+/Cl- charge fraction in sound: 2.321e-07
Cl2+/Cl- sum-to-difference ratio in charge mode: -0.3333
Chosen charge-wave amplitude (n+ - n-)/n0: 0.0001
Its electric-field amplitude: 8.64 V/cm
Its potential amplitude: 4.125 V
Its ion-speed amplitude: 23.69 m/s
Charge amplitude at which ion speed equals vt: 0.001293
Sum drive ratio when difference amplitude doubles: 4
Largest root error, scaled grid test: 1.1e-11
```
